# Janak's theorem and fractional charges in defect calculations

## A defect that holds half an electron

A silicon atom on a growing surface that lacks one neighbour carries a dangling bond, an orbital that can be empty or hold one or two electrons. In a density-functional calculation with smeared occupations this orbital may end up with a filling such as 0.57. The same calculation gives an eigenvalue for the orbital, which is tempting to read as the energy at which the defect changes its charge. Both numbers need interpretation: a single defect weakly coupled to its surroundings is found with a whole number of electrons, and the eigenvalue moves as the orbital fills, by several electronvolts in the free molecule treated below. What links them is the dependence of the total energy on the occupation.

Hartree atomic units are used in the derivations and electronvolts for silicon. The nuclei are fixed unless stated otherwise.

## The energy at fixed occupations

Let $f_i$ be the occupation of spin orbital $\phi_i$, with $0\le f_i\le1$. The density and the Kohn-Sham energy are extended to fractional occupations by

$$n(\mathbf r)=\sum_i f_i|\phi_i(\mathbf r)|^2, \tag{1}$$

$$E=\sum_i f_i\langle\phi_i|T|\phi_i\rangle+\int v\,n\,d^3r+E_H[n]+E_{xc}[n]. \tag{2}$$

Here $T=-\tfrac12\nabla^2$, $v$ is the nuclear potential, $E_H$ the Hartree energy and $E_{xc}$ an approximate exchange-correlation functional, assumed differentiable at the density in question. Spin labels are suppressed; each spin has its own exchange-correlation potential.

The orbitals make $E$ stationary at given $f_i$, subject to $\langle\phi_i|\phi_j\rangle=\delta_{ij}$. Since $\delta n/\delta\phi_i^*=f_i\phi_i$, every term of (2) yields a factor $f_i$, and with Hermitian Lagrange multipliers $\lambda_{ji}$ the condition is

$$f_iH\phi_i=\sum_j\lambda_{ji}\phi_j,\qquad H=T+v+v_H+v_{xc}, \tag{3}$$

where $v_H$ and $v_{xc}$ are the functional derivatives of $E_H$ and $E_{xc}$. Projection on $\phi_k$ gives $\lambda_{ki}=f_iH_{ki}$. Exchanging the labels and conjugating gives $\lambda_{ik}^*=f_kH_{ik}^*=f_kH_{ki}$. The multipliers are Hermitian, so the two are equal:

$$(f_i-f_k)H_{ki}=0. \tag{4}$$

Orbitals with different occupations are therefore not coupled by $H$. Orbitals with equal occupations can be rotated among themselves without changing $n$ or $E$, and the rotation is chosen to make $H$ diagonal. For $f_i>0$, equation (3) then becomes

$$H\phi_i=\varepsilon_i\phi_i. \tag{5}$$

An empty orbital is defined as the limit $f_i\to0^+$, which satisfies the same equation.

## The derivative

Now change one occupation $f_i$, hold the others fixed, and let all orbitals relax. The solution is assumed to be nondegenerate and to change smoothly. The explicit dependence of (2) on $f_i$ contributes $\langle\phi_i|T|\phi_i\rangle$ from the kinetic term and $\int(v+v_H+v_{xc})|\phi_i|^2d^3r$ from the density. Their sum is $\langle\phi_i|H|\phi_i\rangle$. The response of the orbitals adds a second part:

$$\frac{\partial E}{\partial f_i}=\langle\phi_i|H|\phi_i\rangle+\sum_jf_j\left[\left\langle\frac{\partial\phi_j}{\partial f_i}\right|H\left|\phi_j\right\rangle+\left\langle\phi_j\right|H\left|\frac{\partial\phi_j}{\partial f_i}\right\rangle\right]. \tag{6}$$

By (5), the bracket equals $\varepsilon_j\,\partial\langle\phi_j|\phi_j\rangle/\partial f_i$, which vanishes because the norm stays at one. Hence

$$\boxed{\frac{\partial E}{\partial f_i}=\varepsilon_i.} \tag{7}$$

This is Janak's theorem. At $f_i=0$ or $1$ the derivative is one-sided. The orbital need not be the highest one, provided that the stationary solution can be followed. In a hybrid functional the energy depends on the density matrix $\sum_if_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$, and $H$ contains a nonlocal exchange operator. The factor $f_i$ in (3) and the norm argument in (6) are unchanged, so (7) holds there too.

## From a slope to a charge transition level

Let $f$ be the filling of the defect orbital, with all other occupations fixed. The vertical transition level between the empty and the filled state is $\Delta=E(1)-E(0)$. Integration of (7) gives

$$\Delta=\int_0^1\varepsilon(f)\,df. \tag{8}$$

An eigenvalue is thus the slope at one filling, while the level is the average slope. Put $x=f-\tfrac12$ and expand:

$$\varepsilon(f)=\varepsilon(\tfrac12)+x\,\varepsilon'(\tfrac12)+\tfrac12x^2\varepsilon''(\tfrac12)+\dots \tag{9}$$

Over $-\tfrac12<x<\tfrac12$ the odd term integrates to zero and $\int x^2dx=\tfrac1{12}$, so

$$\Delta=\varepsilon(\tfrac12)+\tfrac1{24}\varepsilon''(\tfrac12)+\dots \tag{10}$$

The leading term is Slater's midpoint rule. At the filled end the error is of first order in the curvature: for a linear $\varepsilon(f)$,

$$\Delta-\varepsilon(1)=-\tfrac12K,\qquad K=\varepsilon(1)-\varepsilon(0). \tag{11}$$

## Where the curvature comes from

Write $F(f,\mathbf x)$ for the energy at filling $f$, with $\mathbf x$ a set of independent real parameters of the orbitals. The relaxed energy is $E(f)=F(f,\mathbf x(f))$, where $F_{\mathbf x}=0$. Differentiating this condition gives $\mathbf x'=-F_{\mathbf{xx}}^{-1}F_{\mathbf xf}$. Since $E'=F_f$,

$$E''=\varepsilon'(f)=F_{ff}-F_{f\mathbf x}F_{\mathbf{xx}}^{-1}F_{\mathbf xf}. \tag{12}$$

The first term is the curvature with frozen orbitals, the interaction of the orbital density with itself through $E_H+E_{xc}$. The second is relaxation. At a minimum $F_{\mathbf{xx}}$ is positive, so relaxation lowers the curvature.

In Hartree-Fock theory the terms of $F$ quadratic in $f$ are $+\tfrac12f^2J$ from the Hartree energy and $-\tfrac12f^2J$ from exchange, with $J$ the Coulomb self-repulsion of the orbital. They cancel, $F_{ff}=0$, and at a minimum $E(f)$ is concave or straight. A semilocal functional cancels the self-repulsion incompletely, which tends to make $E(f)$ convex.

The true energy at fractional average charge has a different meaning. A defect that exchanges electrons with a distant reservoir is in a statistical mixture of integer states. If it is neutral with probability $f$ and positive with probability $1-f$,

$$E_{\rm mix}(f)=(1-f)E(0)+fE(1)=E(0)+f\Delta. \tag{13}$$

This is the lowest energy at that average charge if mixing in further charge states costs energy. Its slope is $\Delta$ throughout, so curvature in $E(f)$ is an error of the approximate functional.

## How a fractional charge arises

Let a reservoir supply electrons at chemical potential $\mu$. At zero temperature the calculation minimizes $E(f)-\mu f$. For a convex curve the minimum lies at

$$\varepsilon(f)=\mu,\qquad \varepsilon(0)<\mu<\varepsilon(1). \tag{14}$$

The filling is fractional throughout a window of width $K$, with the eigenvalue pinned to $\mu$. With the straight line (13), the filling jumps from 0 to 1 at $\mu=\Delta$.

To size the false gain, take a quadratic curve, $E(f)=E(0)+\varepsilon(0)f+\tfrac12Kf^2$, for which $\Delta=\varepsilon(0)+\tfrac12K$. At $\mu=\Delta$,

$$E(f)-E(0)-\Delta f=\tfrac12Kf^2-\tfrac12Kf=-\tfrac12Kf(1-f). \tag{15}$$

The minimum is $-K/8$ at $f=\tfrac12$. Two identical, distant defects sharing one electron gain twice this amount by taking half each, so the functional favours spreading the charge over both.

At temperature $T$, smeared occupations minimize $E-\mu f-TS$ with the independent-orbital entropy $S=-k[f\ln f+(1-f)\ln(1-f)]$. Since $dS/df=-k\ln[f/(1-f)]$, equation (7) gives

$$\varepsilon(f)-\mu+kT\ln\frac{f}{1-f}=0\;\Longrightarrow\; f=\frac1{1+e^{[\varepsilon(f)-\mu]/kT}}. \tag{16}$$

This is a Fermi function whose level depends on the filling. The average over integer states is another quantity. Double filling is neglected here. The empty state has weight 1; the singly filled state has two spin orientations and weight $2e^{(\mu-\Delta)/kT}$. The probability of finding the defect empty is

$$p_+=\frac1{1+2e^{(\mu-\Delta)/kT}}. \tag{17}$$

A fractional average is legitimate in (17): it describes how often each charge state occurs. The filling in (16) describes one self-consistent density with part of an electron in it.

## The silyl radical

SiH$_3$ is a small molecule with one silicon dangling bond and a growth radical in plasma deposition from silane. It is computed here with the PBE functional and the def2-SVP basis, at tetrahedral angles and a round bond length of 1.48 Å. The spin-up dangling orbital is filled from $f=0$ (cation) to $f=1$ (neutral). Energies refer to vacuum.

At $f=\tfrac12$ the slope of the total energy, taken between $f=0.49$ and $0.51$, is

$$\frac{-5.5084-(-5.3266)}{0.02}\ \text{eV}=-9.09\ \text{eV}.$$

With unrounded energies it is $-9.0896$ eV, equal to the eigenvalue in all printed digits. For a deeper Si–H bonding orbital the slope between fillings 0.98 and 1 and the mean eigenvalue are both $-13.3588$ eV.

The eigenvalue rises from $-12.45$ eV when the orbital is empty to $-5.39$ eV when it is full, so $K=7.06$ eV. The level is $\Delta=-9.04$ eV. Three-point Gauss quadrature of (8) reproduces it to 0.2 meV:

$$\frac{5(-11.7763)+8(-9.0896)+5(-6.2306)}{18}\ \text{eV}=-9.0417\ \text{eV}.$$

The midpoint eigenvalue misses $\Delta$ by 0.048 eV. Equation (10) accounts for this. The outer quadrature points lie at $x^2=0.15$, so $\varepsilon''\approx[-11.7763-6.2306+2(9.0896)]/0.15=1.15$ eV, and one twenty-fourth of that is 0.048 eV. The eigenvalue of the neutral molecule misses $\Delta$ by 3.65 eV, close to the $K/2=3.53$ eV of (11).

With orbitals frozen at $f=\tfrac12$ the slope is the same to 0.1 meV, but the curvature is 8.68 eV instead of 7.28 eV. Relaxation thus removes 1.41 eV of curvature and leaves the slope alone, as (7) and (12) require.

The half-filled state lies below the straight line by

$$\tfrac12(0-9.0415)\ \text{eV}+5.4179\ \text{eV}=0.897\ \text{eV},$$

against $K/8=0.883$ eV from the quadratic model. Two distant molecules sharing one electron would gain 1.79 eV by splitting it, where the straight line gives no gain.

Now hold $\mu$ at 0.50 eV above $\Delta$ and take an illustrative temperature of 900 K, $kT=0.0776$ eV. Minimizing the smeared free energy, with $E(f)$ interpolated by a quartic, gives $f=0.573$. Equation (16) then requires

$$\varepsilon=\mu+kT\ln\frac{1-f}{f}=-8.5415-0.0227=-8.564\ \text{eV}.$$

A self-consistent calculation at this filling gives $-8.559$ eV; the 5 meV difference comes from the interpolation, and solving (16) with self-consistent eigenvalues gives $f=0.572$. For integer states, (17) gives $p_+=7.9\times10^{-4}$: with the nuclei frozen, the molecule is neutral more than 99.9 % of the time. A molecule whose nuclei can move is governed by the relaxed level instead; the value $-8.18$ eV found below lies 0.36 eV above this $\mu$ and gives $p_+\approx0.98$, vibrational contributions neglected. The smeared calculation has 43 % of an electron missing because of the curvature, not because of the temperature. The spin-down partner was kept empty. At $f=\tfrac12$ it lies 1.22 eV above the spin-up level, hence 0.67 eV or nearly $9kT$ above this $\mu$, so its thermal filling is negligible there.

## Removing the curvature

Exact exchange bends the curve the other way. Replacing a fraction 0.9 of PBE exchange by exact exchange changes $K$ from $7.06$ to $-0.53$ eV. Linear interpolation puts the zero at

$$a=0.9\,\frac{7.0616}{7.0616+0.5276}=0.837. \tag{18}$$

At this fraction $K=-0.005$ eV, and the end-point eigenvalues, $-9.200$ and $-9.195$ eV, lie within 0.06 eV of $\Delta=-9.252$ eV. Both ends lie above $\Delta$, which by (8) is the average of $\varepsilon(f)$. The eigenvalue must therefore dip between them: equal end-point slopes do not make the curve perfectly straight. Nor does a vanishing $K$ guarantee the right value of $\Delta$, which still depends on the functional.

## Charged periodic cells

Defects in crystals are often computed in a cubic cell of side $L$, repeated periodically. A defect charge $q$ is then neutralized by a uniform background, and the average electrostatic potential is set to zero. In a host of relative permittivity $\varepsilon_r$ (the electronic one, since the nuclei are fixed), the potential at one point charge due to its images and the background is $-\alpha q/(\varepsilon_rL)$. Ewald summation gives $\alpha=2.8373$. The interaction energy is half the charge times this potential:

$$E_L=E_\infty-\frac{\alpha q^2}{2\varepsilon_rL}+O(L^{-3}). \tag{19}$$

The remainder arises because the defect charge has finite size: near the site the background produces a potential proportional to $qr^2/L^3$.

If $Z$ is the charge of the defect with its orbital empty, $q=Z-f$ and $\partial/\partial f=-\partial/\partial q$. Janak's theorem applied to (19) gives

$$\varepsilon_L=\varepsilon_\infty+\frac{\alpha q}{\varepsilon_rL}+O(L^{-3}). \tag{20}$$

To recover the isolated defect one adds $+\alpha q^2/(2\varepsilon_rL)$ to the energy and $-\alpha q/(\varepsilon_rL)$ to the eigenvalue. The second correction is $-2/q$ times the first, not equal to it. One further derivative shows that the cell lowers the curvature by $\alpha/(\varepsilon_rL)$.

A model defect checks both laws: one spin orbital with local exchange around a smeared nucleus of charge 2, with $f=0.5$, $q=1.5$ and $\varepsilon_r=1$. At $L=10$ bohr the slope and the eigenvalue are both $-0.509960$ hartree, so Janak's theorem holds with images and background included. The predicted $1/L$ coefficients are $-\alpha q^2/2=-3.1920$ and $\alpha q=4.2559$ hartree bohr. Cells of 15 to 24 bohr, fitted with a constant, a $1/L$ and a $1/L^3$ term, give $-3.1917$ and $4.2565$. The same fit to cells of 10 to 16 bohr deviates from the laws by 0.5 % and 1.1 %. The three-term fit omits the overlap of neighbouring orbitals and higher-order distortion by the background, both of which fade as the cell grows.

For a 216-atom silicon cell, with rough values $L=1.6$ nm and $\varepsilon_r=12$, the corrections at $q=+1$ are about $+0.11$ eV for the energy and $-0.21$ eV for the eigenvalue. Placing the level relative to the band edges also requires aligning the potential of the charged cell with that of the perfect crystal, which (19) and (20) do not supply.

## From the molecule to silicon

The model molecule should be compared first with the real one. Letting the cation become planar at fixed bond length lowers its energy by 0.86 eV, which reduces the ionization energy from 9.04 to 8.18 eV; the measured value is roughly 8 eV. Enlarging the basis to def2-TZVP shifts $\Delta$ by 0.03 eV at Hartree-Fock level and by less than 0.01 eV with PBE. Other values move more: the PBE end-point eigenvalues become $-12.42$ and $-5.44$ eV, $K$ falls from 7.06 to 6.97 eV, the lowering at half filling falls from 0.897 to 0.888 eV, the fraction (18) becomes about 0.83, and the hybrid $\Delta$ moves from $-9.25$ to $-9.21$ eV. A dangling bond at a silicon–oxide interface has its levels in the silicon gap, roughly 4 to 5 eV below vacuum, far above $-9.04$ eV. One thing the molecule lacks is a polarizable host; its hydrogen neighbours also differ from the silicon neighbours in the solid. A Born estimate, with the charge in a sphere of assumed radius 0.25 nm, stabilizes the cation by about 2.6 eV and raises $\Delta$ to about $-6.4$ eV, which covers part of the distance. Because this energy scales as $q^2$, it also lowers $K$ by twice the unrounded shift, about 5.3 eV, to about 1.8 eV. If the effect of exact exchange on $K$ were unchanged, the fraction that cancels it would fall from 0.84 to about 0.2. These are estimates that depend on the radius, but they show that a fraction tuned for the free molecule should not be carried over to the solid. The remaining $K$ is sensitive to the radius: 0.20 nm instead of 0.25 nm would leave only about 0.5 eV. These values of $K$ are for fixed nuclei. Relaxation of the nuclei lowers $K$ further: in the molecule, flattening the cation raises $\varepsilon(0)$ to $-11.30$ eV and lowers $K$ by 1.16 eV, comparable with the remainder estimated for the solid. At fixed nuclei, wherever $K$ stays positive, a semilocal calculation coupled to a reservoir gives a false fractional filling when $\mu$ falls inside the window (14); with relaxed nuclei the window is narrower and may close. The individual values are collected in the numerical output.

## Values computed for the example and the checks

```
SiH3, PBE/def2-SVP, vacuum scale
Si-H bond length: 1.48 angstrom
f = 0.0000: E(f)-E(0) = 0.0000 eV, eps = -12.4536 eV
f = 0.1127: E(f)-E(0) = -1.3661 eV, eps = -11.7763 eV
f = 0.4900: E(f)-E(0) = -5.3266 eV, eps = -9.1623 eV
f = 0.5000: E(f)-E(0) = -5.4179 eV, eps = -9.0896 eV
f = 0.5100: E(f)-E(0) = -5.5084 eV, eps = -9.0168 eV
f = 0.8873: E(f)-E(0) = -8.3866 eV, eps = -6.2306 eV
f = 1.0000: E(f)-E(0) = -9.0415 eV, eps = -5.3920 eV
slope dE/df at f=1/2: -9.0896 eV
frozen-orbital slope at f=1/2: -9.0895 eV
inner orbital, slope for f 0.98 to 1: -13.3588 eV
inner orbital, mean eigenvalue: -13.3588 eV
Delta = E(1)-E(0): -9.0415 eV
Gauss integral of eps over f: -9.0417 eV
Delta - eps(1/2): 0.0481 eV
Delta - eps(1): -3.6495 eV
K = eps(1)-eps(0): 7.0616 eV
relaxed curvature at f=1/2: 7.276 eV
frozen curvature at f=1/2: 8.682 eV
lowering of f=1/2 below the line: 0.8971 eV
K/8: 0.8827 eV
temperature: 900 K, kT: 0.0776 eV
mu - Delta: 0.50 eV, mu: -8.5415 eV
mean-field thermal filling: 0.5726
eps at that filling, SCF: -8.5594 eV
eps required by Fermi function: -8.5642 eV
cation share, integer charge states: 7.92e-04
K at exact-exchange fraction 0.9: -0.5276 eV
fraction for zero K, interpolated: 0.8374
K at that fraction: -0.0050 eV
Delta at that fraction: -9.2520 eV
eps(1) at that fraction: -9.2004 eV
eps(0) at that fraction: -9.1954 eV
Neglected effects
cation energy gain on flattening: 0.8615 eV
Delta shift SVP to TZVP, Hartree-Fock: 0.0286 eV
spin-down level above spin-up, f=1/2: 1.2218 eV
Born host shift, radius 0.25 nm: 2.63 eV
Model cell: Z = 2.0, f = 0.5, q = 1.5 e, nuclear width 0.7 bohr
L = 10.0 bohr: E = 0.793634, eps = -0.509960 hartree
L = 12.5 bohr: E = 0.855227, eps = -0.588293 hartree
L = 16.0 bohr: E = 0.909746, eps = -0.659363 hartree
L = 15.0 bohr: E = 0.896709, eps = -0.642288 hartree
L = 18.0 bohr: E = 0.931545, eps = -0.688004 hartree
L = 24.0 bohr: E = 0.975375, eps = -0.745868 hartree
slope dE/df at L = 10.0 bohr: -0.509960 hartree
alpha (Ewald): 2.837297
1/L coefficient of E, large cells: -3.1917, law -3.1920 hartree bohr
1/L coefficient of eps, large cells: 4.2565, law 4.2559 hartree bohr
deviation from law, L = 10 to 16 bohr: E -0.522 %, eps 1.141 %
deviation from law, L = 15 to 24 bohr: E -0.009 %, eps 0.013 %
Si cell: L = 1.629 nm, rough permittivity 11.7
energy correction, q=+1: 0.1072 eV
eigenvalue correction, q=+1: -0.2144 eV
```
